**Question.** I solved the symmetric Anderson impurity model in Hartree-Fock. The impurity orbital has repulsion $U$ and is broadened by a metal to a half-width $\Gamma$. For $U<\pi\Gamma$ the only solution is non-magnetic. For $U>\pi\Gamma$ a magnetic solution with lower energy appears, and the moment grows from zero like a square root, as in a mean-field ferromagnet. I concluded that the impurity has a phase transition at $U=\pi\Gamma$. A colleague says that nothing singular happens there. Yet magnetic impurities in metals do exist, so what does the Hartree-Fock moment mean?

**Answer.** Your calculation is right, but the transition belongs to the approximation. I first reconstruct the Hartree-Fock result, then show what can be proved without it, and then turn to the infinite metal at zero temperature, which needs a separate input.

### The model and its Hartree-Fock transition

I set $k_B=1$ and write

$$H=H_{\rm bath}+\sum_{k\sigma}V_k\,(d_\sigma^\dagger c_{k\sigma}+{\rm h.c.})+Uv-hS_z,$$

$$v=(n_\uparrow-\tfrac12)(n_\downarrow-\tfrac12),\qquad S_z=\tfrac12(n_\uparrow-n_\downarrow).$$

The field $h$ acts on the impurity alone. The form of $v$ puts the orbital at $-U/2$, the particle-hole symmetric point. In a wide, flat metallic band, eliminating the bath adds $-i\Gamma$ to the orbital energy, with $\Gamma=\pi V^2\rho$ and $\rho$ the bath density of states per spin. An orbital at energy $\epsilon$ becomes a Lorentzian, whose filled part is

$$n(\epsilon)=\int_{-\infty}^{0}\frac{d\omega}{\pi}\frac{\Gamma}{(\omega-\epsilon)^2+\Gamma^2}=\frac12-\frac1\pi\arctan\frac{\epsilon}{\Gamma}.$$

Let $m=\langle n_\uparrow-n_\downarrow\rangle$ at half filling, so that $\langle n_\uparrow-\frac12\rangle=m/2$ and $\langle n_\downarrow-\frac12\rangle=-m/2$. Mean field replaces $v$ by

$$-\frac m2(n_\uparrow-\tfrac12)+\frac m2(n_\downarrow-\tfrac12)+\frac{m^2}{4}.$$

The last term removes double counting. The levels are $\mp(Um+h)/2$ for up and down, and therefore

$$m=\frac2\pi\arctan\frac{Um+h}{2\Gamma}.$$

Define $u=U/(\pi\Gamma)$. For small $m$ and $h$ this reads $m=um+h/(\pi\Gamma)$. With $\langle S_z\rangle=m/2$, the susceptibility below threshold is

$$\chi_{\rm HF}=\frac{d\langle S_z\rangle}{dh}=\frac{\chi_0}{1-u},\qquad \chi_0=\frac{1}{2\pi\Gamma}.$$

It diverges at $u=1$. Just above, at $h=0$, set $y=Um/(2\Gamma)=\pi um/2$ and expand the arctangent:

$$m=\frac2\pi\left(y-\frac{y^3}{3}\right)=um\left(1-\frac{y^2}{3}\right).$$

Dividing by $m$ gives $y^2=3(1-1/u)\simeq3(u-1)$, hence $m^2=4y^2/(\pi u)^2\simeq(12/\pi^2)(u-1)$. This is your square root.

The Hartree-Fock energy is stationary in $m$, so its derivative comes from the explicit $U$ alone: $dE_{\rm HF}/dU=\langle v\rangle_{\rm HF}=-m^2/4$. Since $du/dU=1/(\pi\Gamma)$, the second derivative jumps from zero to

$$-\frac14\cdot\frac{12}{\pi^2}\cdot\frac1{\pi\Gamma}=-\frac{3}{\pi^3\Gamma}\simeq-\frac{0.0968}{\Gamma}.$$

Within mean field this is a second-order transition. It also survives heating. With Fermi function $f$ and Lorentzian $\rho_d$ centred at zero, the small-moment equation becomes $m=Um\int\rho_d(-f')\,d\omega$, so the threshold is $U_c=1/\int\rho_d(-f')\,d\omega$. At $T=0.1\,\Gamma$ this gives $U_c=3.24\,\Gamma$, compared with $3.14\,\Gamma$ at $T=0$.

### At nonzero temperature there is no transition

Take first a finite bath. Let $b_0\propto\sum_kV_kc_k$ be the combination that couples to the impurity. Apply the one-particle bath Hamiltonian to $b_0$, remove the part along $b_0$, and call the normalized remainder $b_1$. Continue in the same way. The Hamiltonian applied to $b_j$ contains no orbital beyond $b_{j+1}$. By Hermiticity it then contains none before $b_{j-1}$. The bath is thus an open chain with nearest-neighbour hopping. Orbitals never reached are decoupled from the impurity and cancel below. Phases can be chosen so that each hopping amplitude is $-t_j$ with $t_j>0$.

Use occupation states, with all up orbitals ordered along the chain before all down orbitals. A hop connects adjacent orbitals of one spin, so no occupied orbital is passed and no fermion sign arises. Every off-diagonal element of $H$ is therefore zero or negative. The interaction $v$ is diagonal, with values $\pm\frac14$.

Now expand $Z(U)={\rm Tr}\,e^{-\beta H}$, $\beta=1/T$, in the number of hops. Each term is a history of occupations in imaginary time that returns to its start at $\beta$. Its weight is a product of factors $+t_j$, one for each hop, times

$$\exp\left[-\int_0^\beta \big(D(\tau)+Uv(\tau)\big)d\tau\right],$$

where $D$ is the diagonal energy at $U=0$. All weights are non-negative. Those at $U=0$, divided by $Z(0)$, form a true probability distribution, and

$$\frac{Z(U)}{Z(0)}=\left\langle e^{-UX}\right\rangle,\qquad X=\int_0^\beta v(\tau)\,d\tau,\qquad |X|\le\frac\beta4 .$$

Write the expansion as $\sum_na_nU^n$. Its coefficients satisfy

$$a_n=\frac{(-1)^n\langle X^n\rangle}{n!},\qquad |a_n|\le\frac{(\beta/4)^n}{n!}.$$

The bound does not contain the size of the bath, which makes the infinite limit possible. The moments $\langle X^n\rangle$ are time integrals of correlations of free electrons. By Wick's theorem they depend on the bath only through the impurity propagator $g(\tau)=\langle d(\tau)d^\dagger(0)\rangle_0$. For example, at particle-hole symmetry and $h=0$ the density correlation of one spin is $g^2$. The two spins are independent at $U=0$, so $\langle v(\tau)v(0)\rangle_0=g^4$ and

$$a_2=\frac12\langle X^2\rangle=\frac\beta2\int_0^\beta g(\tau)^4\,d\tau .$$

Let finite baths approach a continuous one so that $g(\tau)$ converges. Since $|g|\le1$, the integrals converge too. The common bound then makes the limiting series converge for every complex $U$. For real $U$ we also have $Z(U)/Z(0)\ge e^{-\beta|U|/4}>0$, so the logarithm causes no trouble. The impurity free energy

$$F(U)-F(0)=-T\ln\frac{Z(U)}{Z(0)}$$

is analytic at every real $U$ for every $T>0$. The Hartree-Fock transition at $T=0.1\,\Gamma$ is therefore false, even though the metal is infinite. The same argument covers the field: $S_z$ is also diagonal, with $|\int_0^\beta S_z\,d\tau|\le\beta/2$, so $F$ is analytic in $h$ as well. Exchanging up and down shows that $F$ is even in $h$, so $\langle S_z\rangle=-\partial F/\partial h$ vanishes as $h\to0$.

A three-site chain with $\beta=5$ in inverse hoppings shows the sizes involved. The bound on $a_2$ is $(5/4)^2/2=0.781$. The computed coefficient is $0.119$, and the propagator integral gives the same value.

As $T\to0$ the bound $e^{\beta|U|/4}$ becomes useless, so the ground state needs its own treatment.

### A finite chain has a singlet ground state

Set $h=0$ and take an even number $2M$ of electrons on a finite chain. Consider the sector $N_\uparrow=N_\downarrow=M$, in which hops connect all configurations.

Let $c_i$ be the real amplitudes of a lowest state in this sector. Replacing $c_i$ by $|c_i|$ cannot raise the energy, because the off-diagonal elements are not positive. So $|c|$ is also a lowest state. If one $|c_i|$ vanished, the eigenvalue equation at $i$ would read $\sum_{j\ne i}H_{ij}|c_j|=0$. All terms have the same sign, so every neighbour of $i$ would vanish, then their neighbours, and finally the whole state. Hence all $|c_i|>0$.

The difference $|c|-c$ is either zero or another non-negative lowest state, and by the same argument it is then positive everywhere. So $c$ has one sign throughout. Two such vectors cannot be orthogonal, and the lowest state of the sector is unique.

To find its spin, compare it with $U=0$. There the $M$ lowest chain orbitals are doubly occupied, which is a singlet. This state is also positive in our basis, so its overlap with the ground state at any $U$ is nonzero. The unique ground state has a definite total spin, and that spin must be $S=0$.

Every multiplet of integer spin has a member with $N_\uparrow=N_\downarrow$. The state found is therefore the unique ground state for all $2M$ electrons. A nondegenerate eigenvalue of a finite matrix $H_0+Uv$ is analytic in $U$, so at this fixed electron number no singularity occurs on the chain at any real $U$. If the electron number is left free, levels with different numbers can cross. For an impurity joined by a hopping of $0.3$ to a single bath level at $+1$, the lowest state is a two-electron singlet at $U=0.1$ and a one-electron doublet at $U=0.3$.

In a singlet $\langle S_z\rangle=0$. The Hartree-Fock state with $m\neq0$ breaks a rotation symmetry that this ground state keeps.

### The infinite metal at zero temperature

A finite matrix cannot decide this case alone, because the energy that protects the singlet might vanish as the bath grows. The electron number matters as well. A symmetric impurity joined to two bath sites, whose own levels lie at $\pm0.7$ with a gap between them, has a doublet ground state at $U=2$ (energies in units of the first hopping). Its computed $\langle S^2\rangle$ is $0.75$. This does not contradict the theorem, since the ground state holds three electrons, an odd number. A half-filled chain of three sites has an odd electron number, and hence half-integer spin, whatever its bath levels. The example therefore shows that the even-electron condition is needed, but it does not isolate an effect of the gap. What follows concerns a metal, with states at the Fermi level. Hosts whose density of states vanishes there are outside what follows.

For the wide flat metallic band I use one result that I do not derive here, the susceptibility from the exact Bethe-ansatz solution at $T=0$:

$$\frac{\chi}{\chi_0}=\frac\pi4\int_{-1}^{1}\cos\frac{\pi s}{2}\,\exp\left[\frac{\pi^2u}{8}(1-s^2)\right]ds .$$

Its consequences can be worked out directly. Expanding the exponential gives $\chi/\chi_0=\sum_nC_nu^n$ with

$$C_n=\frac{\pi}{4\,n!}\left(\frac{\pi^2}{8}\right)^n\int_{-1}^{1}\cos\frac{\pi s}{2}\,(1-s^2)^n\,ds .$$

Let $I_n=\int_{-1}^1(1-s^2)^nds$. Integration by parts gives $I_n=\frac{2n}{2n+1}I_{n-1}$, and $I_0=2$, so $I_n=2\cdot2^nn!/(2n+1)!!$. Since the cosine is at most one,

$$|C_n|\le\frac{\pi}{4\,n!}\left(\frac{\pi^2}{8}\right)^nI_n=\frac{(\pi/2)^{2n+1}}{(2n+1)!!}.$$

The double factorial beats any power, so the series converges for every $u$. Nothing happens at $u=1$.

The first coefficients show where Hartree-Fock goes wrong. The integral for $C_0$ is $4/\pi$, so $C_0=1$. For $C_1$, two integrations by parts give

$$\int_{-1}^{1}(1-s^2)\cos\frac{\pi s}{2}\,ds=\frac{4}{(\pi/2)^3}=\frac{32}{\pi^3},\qquad C_1=\frac{\pi^3}{32}\cdot\frac{32}{\pi^3}=1 .$$

Hartree-Fock has $1/(1-u)=1+u+u^2+\dots$, which agrees through first order. The next coefficient is $C_2=0.533$ instead of $1$, and then $C_3=0.196$ instead of $1$. The mean-field divergence comes from a geometric series whose higher terms are too large.

For $u\gg1$ the integrand is concentrated near $s=0$, and the limits may be extended to infinity. With $\int e^{-as^2}\cos(bs)\,ds=\sqrt{\pi/a}\,e^{-b^2/4a}$, $a=\pi^2u/8$ and $b=\pi/2$,

$$\frac{\chi}{\chi_0}\simeq\sqrt{\frac{\pi}{2u}}\;\exp\left(\frac{\pi^2u}{8}-\frac1{2u}\right).$$

A free spin one-half has $\chi=1/(4T)$. It is therefore natural to define a screening energy $T^*=1/(4\chi)$, the temperature at which a free spin would respond as strongly. From $\chi_0=1/(2\pi\Gamma)$,

$$T^*=\frac{\pi\Gamma}{2}\,\frac{\chi_0}{\chi}.$$

The integral for $\chi$ is positive and finite at every finite $U$, so $T^*>0$. It becomes exponentially small at large $u$ but does not reach zero. This is a crossover.

### Numbers across the supposed transition

To test the imported formula I replaced the band by a logarithmic grid of bath levels, mapped it to a chain of 28 sites including the impurity, and computed the ground state by the numerical renormalization group (NRG). This method adds sites one at a time and keeps the low-energy states. The field was $h=0.001\,\Gamma$.

The local moment is measured by $M_2=\langle(n_\uparrow-n_\downarrow)^2\rangle$. From $n_\sigma^2=n_\sigma$ and the definition of $v$ one finds $M_2=\frac12-2\langle v\rangle$, which in Hartree-Fock is $(1+m^2)/2$.

| $u$ | $\chi/\chi_0$, formula | $\chi/\chi_0$, NRG | $M_2$, NRG | $M_2$, HF | $m$, HF |
|---|---|---|---|---|---|
| 0 | 1.000 | 1.000 | 0.500 | 0.500 | 0 |
| 0.5 | 1.661 | 1.662 | 0.573 | 0.500 | 0 |
| 0.9 | 2.519 | 2.521 | 0.629 | 0.500 | 0 |
| 1.0 | 2.799 | 2.801 | 0.642 | 0.500 | 0 |
| 1.1 | 3.111 | 3.113 | 0.655 | 0.554 | 0.330 |
| 2.0 | 8.20 | 8.21 | 0.754 | 0.775 | 0.742 |
| 3.0 | 24.83 | 24.82 | 0.829 | 0.855 | 0.843 |

In this run the largest deviation of NRG from the formula is $0.08\%$ of the formula's value. That figure depends on the chain length and on the number of states kept, so it should be read as agreement within a few tenths of a percent. At $u=1$, where Hartree-Fock predicts a divergence, the susceptibility is $2.8\,\chi_0$.

The slope of $\langle v\rangle$ against $u$ makes the missing kink visible. Between $u=0.9$ and $1.0$ NRG gives $-0.066$, and between $1.0$ and $1.1$ it gives $-0.064$. Hartree-Fock gives $0$ and then $-0.27$.

The chain has a flaw at its far end. For a logarithmic grid the hoppings keep falling along the chain, and here they do so down to about $10^{-4}\,\Gamma$, below the applied field. Rounding error in the mapping then spoils the last three hoppings, and the final one comes out as $65\,\Gamma$, so the far end does not represent the grid faithfully. Discarding high-energy states site by site relies on decreasing hoppings, and this condition fails at that end. The chain is therefore no evidence about arbitrarily low energies. Its use here rests on its response: without interaction it reproduces $\chi_0$ within the tested $1\%$, and with interaction it gives the agreement in the table.

Take $u=2$ as an example. The formula gives $\chi=8.20/(2\pi\Gamma)=1.31/\Gamma$. The field $h=0.001\,\Gamma$ then induces $\langle S_z\rangle=0.0013$, which vanishes with the field. Hartree-Fock claims $\langle S_z\rangle=m/2=0.37$ at zero field. The screening energy is

$$T^*=\frac{1.571\,\Gamma}{8.20}=0.19\,\Gamma .$$

At $u=3$ it has fallen to $0.063\,\Gamma$.

### What the Hartree-Fock moment does tell you

Two quantities must be kept apart. The size of the local moment, $M_2$, rises smoothly from $0.50$ to $0.83$ in the table, because repulsion suppresses the empty and doubly occupied states. At $u=2$ and $3$ Hartree-Fock estimates this size fairly well. A static direction of the moment, $\langle S_z\rangle\ne0$ at zero field, is a different matter. Mean field can produce a large $M_2$ only by fixing a direction, since its two spin species are otherwise uncorrelated and $M_2$ stays at $\frac12$.

This also bears on your point about magnetic impurities, as far as a single orbital coupled to a metal can stand for them. When $T^*$ is small, there is a wide range of temperatures above it in which the impurity can respond roughly like a free spin, with $\chi$ close to a $1/T$ law but with a moment that is smaller than the free value and shrinks slowly on cooling. On cooling below $T^*$ the response levels off at the finite value $\chi$ instead of growing as $1/T$. A measurement made well above $T^*$ can thus see a magnetic impurity although no phase boundary has been crossed. All this concerns one orbital on one impurity. With several orbitals or several impurities the system is in general no longer one open chain, and the singlet proof does not apply. For example, take two symmetric impurity orbitals, each joined by a hopping of $0.6$ to the first site of a two-site chain with hopping $1$. With four electrons the ground state is a triplet at $U=1$ and at $U=4$.

The status of the claims differs. The analyticity of the impurity free energy in $U$ and $h$ at every $T>0$ and the singlet on finite even-electron chains are proved above. The temperature dependence of the response around $T^*$ is a physical picture that was neither derived nor computed here. The smooth zero-temperature susceptibility of the infinite metal rests on the quoted exact solution, which the numerical check supports but does not prove.

## Values computed for the example and the checks

```
4-site chain, 4 electrons (energies in units of bath hopping)
 U= 0.0: <S^2>=0.0000, gap=1.0147
 U= 1.0: <S^2>=0.0000, gap=0.8209
 U= 3.0: <S^2>=0.0000, gap=0.5239
 U=10.0: <S^2>=0.0000, gap=0.1799
3-site chain, beta=5.0 (inverse hopping): Z(U)/Z(0) coefficients
 a2=0.119224, from propagator 0.119224, bound 0.781250
 a4=0.006271, bound 0.101725
gapped host, U=2 hoppings: two-fold ground state, <S^2>=0.7500
Hartree-Fock, metallic band
 threshold at T=0: U=3.1416 Gamma
 threshold at T=0.1 Gamma: U=3.2365 Gamma
 jump of d2E/dU2: -0.09675 /Gamma (from energies -0.09660)
 chi/chi0 at u=0.5: 2.002 on the chain, formula 2.000
series coefficients C0..C5 of chi/chi0 in u:
 1.00000, 1.00000, 0.53260, 0.19559, 0.05502, 0.01256
metallic chain: 28 sites, field h=0.001 Gamma
 smallest bath hopping 6.48e+01 Gamma
u=U/(pi Gamma); M2=<(n_up-n_dn)^2>; m=HF moment n_up-n_dn
 u=0.0: chi/chi0 formula 1.000, NRG 1.000; M2 NRG 0.5000, HF 0.5000; m=0.0000
 u=0.5: chi/chi0 formula 1.661, NRG 1.662; M2 NRG 0.5730, HF 0.5000; m=0.0000
 u=0.9: chi/chi0 formula 2.519, NRG 2.521; M2 NRG 0.6285, HF 0.5000; m=0.0000
 u=1.0: chi/chi0 formula 2.799, NRG 2.801; M2 NRG 0.6416, HF 0.5000; m=0.0000
 u=1.1: chi/chi0 formula 3.111, NRG 3.113; M2 NRG 0.6545, HF 0.5543; m=0.3295
 u=2.0: chi/chi0 formula 8.203, NRG 8.210; M2 NRG 0.7539, HF 0.7753; m=0.7420
 u=3.0: chi/chi0 formula 24.835, NRG 24.821; M2 NRG 0.8294, HF 0.8553; m=0.8430
largest relative deviation NRG/formula: 0.0008
slope of <v> against u, below and above u=1 (no unit)
 NRG: -0.0659 and -0.0643
 HF:  0.0000 and -0.2714
screening energy 1/(4 chi), from the formula
 u=0.0: 1.5708 Gamma
 u=1.0: 0.5613 Gamma
 u=2.0: 0.1915 Gamma
 u=3.0: 0.0633 Gamma
strong-coupling form of chi/chi0 at u=3: 24.802
```
